How Doping Moves the Fermi Level Among Strongly Negative-U Centres, part 1

(Sections cited here and not found follow in the second part.)

## First half: from charge balance to the Fermi level

Q: Suppose a glass contains defect centres, and I add donors amounting to half their number. Each donor gives up an electron. I would expect the Fermi level to climb a good part of the way to the conduction band. You claim that it moves only slightly if the centres have a strongly "negative U". What does that term mean?

A: Take a centre that can hold zero, one or two electrons beyond its positive state. Call these states D⁺, D⁰ and D⁻, and let n = 0, 1, 2 count the electrons. Measure energy from the empty state D⁺:

E₀ = 0
E₁ = e₁
E₂ = e₁ + e₂

The first electron costs e₁ and the second costs e₂. These are the levels usually written (+/0) and (0/−). Each energy refers to a centre whose surroundings have relaxed to suit its charge. The difference between the two costs is

U = e₂ − e₁

To see what its sign does, let two neutral centres exchange an electron:

D⁰ + D⁰ → D⁺ + D⁻

The energy change is

E₀ + E₂ − 2E₁ = (e₁ + e₂) − 2e₁ = e₂ − e₁ = U

If U is negative, the exchange releases energy. Two electrons on one centre repel each other, which favours positive U. In the centres considered here, U is negative because the relaxation of the surroundings outweighs this repulsion.

Q: So neutral centres are unstable against becoming charged pairs. But perhaps some position of the Fermi level makes D⁰ the favoured state after all?

A: Electrons are exchanged with a reservoir whose chemical potential is the Fermi level E_F. The state with n electrons therefore has to be judged by E_n − nE_F. For D⁰ to lie below D⁺ we need

e₁ − E_F < 0, that is, E_F > e₁

For D⁰ to lie below D⁻ we need

e₁ − E_F < e₁ + e₂ − 2E_F, that is, E_F < e₂

Both hold together when e₁ < E_F < e₂. With negative U, e₂ is below e₁, so no such interval exists. D⁰ is not the lowest state at any Fermi level.

The two charged states have equal energy when

0 = e₁ + e₂ − 2E_F

This defines the (+/−) level,

L = (e₁ + e₂)/2

Combining L with U gives the inverse relations

e₁ = L − U/2
e₂ = L + U/2

At E_F = L the neutral state lies above both charged states by e₁ − L = −U/2 = |U|/2.

For a numerical case, take L = 0.90 eV above the valence band edge and U = −0.70 eV. Then e₁ = 0.90 + 0.35 = 1.25 eV and e₂ = 0.90 − 0.35 = 0.55 eV. The second electron is bound more deeply than the first.

Q: That is a statement about energies. At a finite temperature I need populations. Where do they come from?

A: From the entropy of the reservoir. When a centre takes n electrons and energy E_n, the reservoir loses both. At fixed volume its entropy changes by

ΔS = −(E_n − nE_F)/T

The number of reservoir states is multiplied by exp(ΔS/k). If the centre has g_n states of its own at energy E_n, the probability of finding n electrons is proportional to

w_n = g_n exp[−(E_n − nE_F)/kT]

Here k is Boltzmann's constant and T the temperature. I write g₊, g₀ and g₋ for the degeneracies of D⁺, D⁰ and D⁻. In the example g₊ = g₋ = 1, because the electrons are paired in both charged states, and g₀ = 2 for the free spin of D⁰.

This treats the centres as independent apart from their common Fermi level. It also supposes that they have had time to exchange electrons and reach equilibrium.

Q: Then compare the two charged states.

A: Let N₊ and N₋ be the densities of D⁺ and D⁻. Their ratio is the ratio of the weights:

N₋/N₊ = (g₋/g₊) exp[−(e₁ + e₂ − 2E_F)/kT]

Since e₁ + e₂ = 2L,

N₋/N₊ = (g₋/g₊) exp[2(E_F − L)/kT]

The 2 in the exponent is there because D⁻ holds two electrons more than D⁺. Moving E_F by a given amount changes the relative free energy of the two states by twice that amount.

Q: You have expressed populations through the Fermi level. I control the doping, not the Fermi level.

A: Charge neutrality connects the two. Let N be the density of centres, N_D that of ionised donors, N_A that of ionised acceptors, and n_c and p_c those of free electrons and holes. Neutrality reads

N₊ − N₋ + N_D − N_A + p_c − n_c = 0

Define the net doping per centre as

x = (N_D − N_A)/N

A positive x means an excess of donors. Neglect the free carriers for the present; their size is worked out in the second half. Then

N₋ − N₊ = xN

If U is negative and |U| is much larger than kT, neutral centres are rare, and

N₋ + N₊ = N

Adding the two equations gives 2N₋ = (1 + x)N. Subtracting the first from the second gives 2N₊ = (1 − x)N. Hence

N₋ = N(1 + x)/2
N₊ = N(1 − x)/2

Neither density can be negative, so the solution requires |x| ≤ 1. A finite Fermi level requires both to be positive, hence |x| < 1.

Q: Now put the halves together. How far does the Fermi level go?

A: Divide the two densities:

N₋/N₊ = (1 + x)/(1 − x)

Set this equal to the ratio of weights, with g₊ = g₋:

exp[2(E_F − L)/kT] = (1 + x)/(1 − x)

Take the logarithm and divide by 2/kT:

E_F − L = (kT/2) ln[(1 + x)/(1 − x)]

This is the whole displacement from the (+/−) level. Donors give a positive logarithm and raise E_F. Acceptors lower it by the same amount, because changing x to −x inverts the argument of the logarithm. At x = 0 the Fermi level sits at L.

For your donors, x = 0.50 and the ratio N₋/N₊ is 1.5/0.5 = 3. At 300 K, kT = 25.852 meV, so

E_F − L = (25.852 meV/2) × ln 3 = 14.20 meV

The conduction band in the example lies 900 meV above L. Adding half as many donors as there are centres has moved the Fermi level by less than 2 per cent of that distance.

Q: I distrust the factor 1/2. An ordinary level that is three quarters full has its Fermi level at kT ln 3, not half of that.

A: It does, and the difference can be traced. Consider a centre with two states of equal degeneracy that differ by one electron, with level ε. The ratio of full to empty centres is exp[(E_F − ε)/kT]. A ratio of 3 gives E_F − ε = kT ln 3. For the negative-U centre the same ratio of populations is reached by transferring electrons two at a time. The free energy needed to tip the balance, kT ln 3, is shared by two electrons, and the Fermi level is the free energy per added electron.

Q: That still rests on weights that contain the Fermi level from the start. Can you get the result by counting arrangements, with the number of electrons fixed?

A: Yes. Take M centres, of which K are D⁻ and M − K are D⁺. With g₊ = g₋ = 1, the number of ways to choose which are negative is

W(K) = M!/[K!(M − K)!]

The energy is 2LK, because each D⁻ costs e₁ + e₂ = 2L. The free energy is

F(K) = 2LK − kT ln W(K)

For large numbers, ln K! ≈ K ln K − K, so

ln W ≈ M ln M − K ln K − (M − K) ln(M − K)

The linear terms have cancelled, since −M + K + (M − K) = 0. Differentiate with respect to K:

d(ln W)/dK = −ln K − 1 + ln(M − K) + 1 = −ln[K/(M − K)]

The system contains 2K electrons, so its chemical potential is the derivative of F with respect to 2K, which is half the derivative with respect to K:

E_F = (1/2) dF/dK = L + (kT/2) ln[K/(M − K)]

With K/(M − K) = (1 + x)/(1 − x) this is the earlier result. No Fermi level was assumed; it came out as the free energy of adding an electron.

Q: Stirling's approximation hides the small terms. What does a finite count give?

A: The count was carried out for 4000 centres at x = 0.50, with neutral centres included and U = −0.70 eV. The chemical potential was taken as the free energy difference between two more and two fewer electrons, divided by four. It gave 14.1964 meV above L. With 8000 centres it gave 14.1985 meV. The large-number value is 14.2007 meV.

The small deficits can be derived. Two more electrons mean K + 1 negative centres, and two fewer mean K − 1. The factorials give

W(K + 1)/W(K − 1) = (M − K)(M − K + 1)/[K(K + 1)]

The energies differ by 4L, so

E_F − L = −(kT/4) ln{(M − K)(M − K + 1)/[K(K + 1)]}

Take the factors K² and (M − K)² out of the logarithm:

E_F − L = (kT/2) ln[K/(M − K)] + (kT/4){ln(1 + 1/K) − ln[1 + 1/(M − K)]}

For M = 4000 and x = 0.50, K = 3000 and M − K = 1000. Using ln(1 + s) ≈ s for small s, the second term is

(25.852 meV/4)(1/3000 − 1/1000) = −0.0043 meV

That is the deficit found. Doubling all the numbers halves it, again as found.

Q: The count convinces me about the factor. It does not tell me why the level resists doping. Where do the donors' electrons go?

A: They go in pairs into positive centres:

D⁺ + 2 electrons → D⁻

At x = 0 there are N/2 centres of each sign. Doping adds xN electrons, which convert xN/2 centres. This gives N₋ = N/2 + xN/2, as before.

Each conversion costs the energy 2L, however many have taken place already. In this model of identical, independent centres the energy per added electron is therefore L throughout. What changes is the entropy of mixing. When most centres are already negative, converting one more reduces the number of arrangements, and the Fermi level must rise to pay for that. The shift is thus proportional to T at fixed x.

Q: But a logarithm diverges. As x approaches 1, your "small" shift becomes infinite.

A: It does in the formula, but slowly. At 300 K the values are

x = 0.10: 2.59 meV
x = 0.50: 14.20 meV
x = 0.90: 38.06 meV
x = 0.99: 68.42 meV

At x = 0.99, where only 0.5 per cent of the centres are still positive, the shift is 68.42/25.852 = 2.65 times kT. The word "only" in the claim means a few kT for doping that is not extremely close to one per centre. It does not mean a fixed upper bound.

The limits are easier to see in another form. Write

y = (E_F − L)/kT

Then exp(2y) = (1 + x)/(1 − x). Multiply out and collect x:

exp(2y) − x exp(2y) = 1 + x
x = [exp(2y) − 1]/[exp(2y) + 1]

Multiplying numerator and denominator by exp(−y) gives

x = [exp(y) − exp(−y)]/[exp(y) + exp(−y)] = tanh y

so the result can also be written

E_F − L = kT artanh x

For small x, artanh x ≈ x and the shift is about kT x. At x = 0.10 this gives 2.585 meV, against 2.594 meV from the full expression.

Q: Can you say how stiff the pinning is at a given doping, without drawing the curve?

A: Differentiate x = tanh y. Since d(tanh y)/dy = 1 − tanh² y and dy/dE_F = 1/kT,

dx/dE_F = (1 − x²)/kT

This is the charge per centre that can be absorbed for each unit of Fermi-level movement. It is largest at x = 0, where both charge states are equally plentiful. It falls to zero as |x| approaches 1, where one of the states runs out. At x = 0.50 it is 0.75/(25.852 meV) = 0.0290 per meV. A numerical derivative of the populations, with neutral centres kept, gives the same value.

Q: One condition still looks arbitrary: equal degeneracies. What if D⁻ has four states and D⁺ has one?

A: Keep the degeneracies in the ratio:

(g₋/g₊) exp(2y) = (1 + x)/(1 − x)

Taking the logarithm and solving for y gives

E_F − L = (kT/2) ln[(1 + x)/(1 − x)] + (kT/2) ln(g₊/g₋)

For g₊ = 1 and g₋ = 4 the added term is −(25.852 meV/2) ln 4 = −17.92 meV. At x = 0.50 the total is 14.20 − 17.92 = −3.72 meV, so the Fermi level lies below L in spite of the donors. The larger number of D⁻ states favours D⁻, and a lower Fermi level then suffices to hold the required charge.

The added term does not depend on x. The movement caused by doping, measured from the undoped position, is still 14.20 meV. Equal degeneracies are needed to measure that movement from L itself.

## Second half: neutral centres, carriers and a real glass

The symbols carried over are these. N is the density of centres and x the net density of ionised donors divided by N. L is the (+/−) level, e₁ = L − U/2 the (+/0) level and e₂ = L + U/2 the (0/−) level. The reduced shift is y = (E_F − L)/kT. For equal degeneracies g₊ = g₋, without neutral centres and free carriers, x = tanh y and

E_F − L = (kT/2) ln[(1 + x)/(1 − x)]

At x = 0.50 and 300 K, where kT = 25.852 meV, this is 14.20 meV.

For identical, independent centres with strongly negative U and equal degeneracies of D⁺ and D⁻, adding half as many donors as centres moves the Fermi level only 14.20 meV from L at 300 K. It remains to put back the neutral centres and free carriers, and to see how disorder in a real glass changes this number.

All numerical values are calculated from the stated model.
